# Spinor overlap factors for scattering of heavy and light holes

The spin states available to a hole near the top of a cubic valence band depend on the direction of its wave vector. When the hole is scattered, its spin state must be matched to those of the new direction, and the scattering probability acquires a factor that depends on angle. This problem finds that factor and its consequences.

**The model.** At the band maximum, $\mathbf k=0$, four degenerate states transform like an angular momentum $J=3/2$. Angular momenta are measured in units of $\hbar$, and hole energies are counted positive away from the maximum. For small $\mathbf k$ the spherical Luttinger Hamiltonian is

$$H(\mathbf k)=\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2(\mathbf k\cdot\mathbf J)^2\right],\qquad \gamma_1>2\gamma_2>0 .$$

The split-off band, the admixture of the conduction band to the hole states, and the absence of inversion symmetry, where it occurs, are neglected. The scatterer is static, does not act on spin, and is treated to lowest order (golden rule). Numerical examples use the round values $\gamma_1=7$, $\gamma_2=2$, which do not represent a particular material.

## (a) Where does the overlap come from?

**Question.** Express the matrix element of a potential $V(\mathbf r)$ between two band states through their four-component spinors. What must be assumed about $V$?

**Solution.** Let $u_m(\mathbf r)$ be the four cell-periodic functions at the band maximum, orthonormal when averaged over a unit cell. To lowest order in $\mathbf k$, a state of band $a$ in a crystal of volume $\Omega$ is

$$\psi_{\mathbf ka}(\mathbf r)=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt\Omega}\sum_m\chi^{a}_m(\mathbf k)\,u_m(\mathbf r),$$

where $\chi^a(\mathbf k)$ is a normalized eigenvector of $H(\mathbf k)$. The product $u_{m'}^*u_m$ is periodic, so it has a Fourier series over reciprocal lattice vectors $\mathbf K$,

$$u_{m'}^*u_m=\sum_{\mathbf K}B^{m'm}_{\mathbf K}e^{i\mathbf K\cdot\mathbf r},\qquad B^{m'm}_{0}=\delta_{m'm}.$$

The second relation is the orthonormality, because the term $\mathbf K=0$ is the cell average. With $\mathbf q=\mathbf k'-\mathbf k$ and $V(\mathbf q)=\Omega^{-1}\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r$,

$$\langle\psi_{\mathbf k'b}|V|\psi_{\mathbf ka}\rangle=\sum_{m'm}\chi^{b*}_{m'}(\mathbf k')\chi^a_m(\mathbf k)\sum_{\mathbf K}B^{m'm}_{\mathbf K}V(\mathbf q-\mathbf K).$$

If $V$ is smooth on the scale of a cell and $q$ is small, the terms with $\mathbf K\neq0$ are negligible, and

$$\langle\psi_{\mathbf k'b}|V|\psi_{\mathbf ka}\rangle\approx V(\mathbf q)\,\langle\chi^b(\mathbf k')|\chi^a(\mathbf k)\rangle .$$

A one-dimensional example shows the condition at work. Take the cell functions $\sqrt2\cos2\pi x$ and $\sqrt2\sin2\pi x$, with $x$ in lattice constants, a Gaussian potential, and $q=0.3$ per lattice constant. Relative to $V(q)$, the largest error of the factorized form is $4\times10^{-9}$ for a Gaussian width of 0.5 lattice constants, but 0.45 for a width of 0.1. Here the width is the standard deviation $\sigma$, and a term with reciprocal lattice vector $K$ is suppressed relative to $V(q)$ by the factor $e^{-\sigma^2(K^2-2qK)/2}$. The products of these two cell functions contain only $K=0$ and $K=\pm4\pi$, which makes the first error especially small. A product containing $K=\pm2\pi$ would be suppressed much less: at $\sigma=0.5$ the larger of its two factors is $e^{-4.46}\approx1.2\times10^{-2}$.

Each band is doubly degenerate, so the golden-rule rate contains the sum over both final states:

$$G_{ba}=\sum_{j=1,2}\left|\langle\chi^{b}_j(\mathbf k')|\chi^a(\mathbf k)\rangle\right|^2 .$$

This is the overlap factor to be found.

## (b) What are the band states?

**Question.** Find the eigenstates and the two effective masses.

**Solution.** Write $\mathbf k=k\mathbf n$ with a unit vector $\mathbf n$. The Hamiltonian contains $\mathbf J$ only through $\mathbf n\cdot\mathbf J$, so both share eigenvectors. The eigenvalue $\lambda$ of $\mathbf n\cdot\mathbf J$ is the helicity, with values $\pm3/2,\pm1/2$, and

$$E=\frac{\hbar^2k^2}{2m_0}\left[\gamma_1+\tfrac52\gamma_2-2\gamma_2\lambda^2\right].$$

For $\lambda=\pm3/2$ the last term is $-\tfrac92\gamma_2$; for $\lambda=\pm1/2$ it is $-\tfrac12\gamma_2$. Comparison with $E=\hbar^2k^2/2m$ gives

$$\frac{m_0}{m_h}=\gamma_1-2\gamma_2,\qquad \frac{m_0}{m_l}=\gamma_1+2\gamma_2 .$$

Thus the heavy holes have helicity $\pm3/2$ and the light holes $\pm1/2$. In the example $m_h=m_0/3=0.333\,m_0$ and $m_l=m_0/11=0.0909\,m_0$.

## (c) How do the states at two directions compare?

**Question.** Let $\theta$ be the angle between $\mathbf k$ and $\mathbf k'$. Expand the helicity states at $\mathbf k'$ in those at $\mathbf k$.

**Solution.** Put $z$ along $\mathbf k$ and let $\mathbf k'$ point along $\mathbf n'=(\sin\theta,0,\cos\theta)$. Define $R=e^{-i\theta J_y}$, $A=RJ_zR^\dagger$ and $B=RJ_xR^\dagger$. From $[J_y,J_z]=iJ_x$ and $[J_y,J_x]=-iJ_z$,

$$\frac{dA}{d\theta}=-iR[J_y,J_z]R^\dagger=B,\qquad \frac{dB}{d\theta}=-iR[J_y,J_x]R^\dagger=-A .$$

With $A=J_z$ and $B=J_x$ at $\theta=0$, the solution is $A=J_z\cos\theta+J_x\sin\theta=\mathbf n'\cdot\mathbf J$. Therefore $(\mathbf n'\cdot\mathbf J)R|m\rangle=RJ_z|m\rangle=m\,R|m\rangle$, so $R|m\rangle$ is the state of helicity $m$ at $\mathbf k'$. A further turn about $\mathbf k'$ multiplies it by a phase, which drops out of squared moduli.

To obtain $R$, build $J=3/2$ from three spins 1/2 in symmetric combinations. Let $u$ and $v$ denote spin up and down. The monomial $u^2v$ stands for the symmetrized product $(\uparrow\uparrow\downarrow+\uparrow\downarrow\uparrow+\downarrow\uparrow\uparrow)/3$, whose squared norm is $3/9=1/3$. The normalized states are therefore

$$|\tfrac32\rangle=u^3,\quad |\tfrac12\rangle=\sqrt3\,u^2v,\quad |{-\tfrac12}\rangle=\sqrt3\,uv^2,\quad |{-\tfrac32}\rangle=v^3 .$$

Since $J_y$ is the sum of the three spin operators, $R$ rotates each spin separately. With $c=\cos(\theta/2)$ and $s=\sin(\theta/2)$, the spin-1/2 rotation $e^{-i\theta\sigma_y/2}=c-is\sigma_y$ gives

$$u\to cu+sv,\qquad v\to-su+cv .$$

The heavy state becomes

$$R|\tfrac32\rangle=(cu+sv)^3=c^3u^3+3c^2s\,u^2v+3cs^2\,uv^2+s^3v^3 .$$

In the order $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, its components are

$$\left(c^3,\ \sqrt3\,c^2s,\ \sqrt3\,cs^2,\ s^3\right).$$

For the light state,

$$R|\tfrac12\rangle=\sqrt3\,(c^2u^2+2cs\,uv+s^2v^2)(-su+cv)$$
$$=\sqrt3\left[-c^2s\,u^3+(c^3-2cs^2)u^2v+(2c^2s-s^3)uv^2+cs^2v^3\right],$$

with components

$$\left(-\sqrt3\,c^2s,\ c^3-2cs^2,\ 2c^2s-s^3,\ \sqrt3\,cs^2\right).$$

The rotation rule keeps its form when $u$ and $v$ are exchanged and $s$ changes sign. The columns for $-\tfrac32$ and $-\tfrac12$ thus follow by reversing the order of the components and replacing $s$ by $-s$.

At $\theta=60^\circ$, $c^2=3/4$ and $s^2=1/4$. The squared components are $0.4219, 0.4219, 0.1406, 0.0156$ for the rotated $\tfrac32$ state and $0.4219, 0.0469, 0.3906, 0.1406$ for the rotated $\tfrac12$ state. At this angle a light hole that stays light mostly reverses its helicity.

## (d) What are the summed factors?

**Question.** Sum the squared components over each doublet. Do heavy and light holes have different intraband factors?

**Solution.** For heavy to heavy, add the first and last squared components of $R|\tfrac32\rangle$. Using $c^2+s^2=1$,

$$c^6+s^6=(c^2+s^2)^3-3c^2s^2(c^2+s^2)=1-3c^2s^2 .$$

Since $\sin\theta=2sc$, one has $c^2s^2=\tfrac14\sin^2\theta$, and

$$G_{hh}=1-\tfrac34\sin^2\theta=\frac{1+3\cos^2\theta}{4}.$$

For light to light, add the two middle squared components of $R|\tfrac12\rangle$:

$$c^2(c^2-2s^2)^2=c^6-4c^4s^2+4c^2s^4,$$
$$s^2(2c^2-s^2)^2=4c^4s^2-4c^2s^4+s^6 .$$

The mixed terms cancel. The sum is again $c^6+s^6$, so $G_{ll}=G_{hh}$, although the individual overlaps differ.

Between bands, the middle components of $R|\tfrac32\rangle$ and the outer components of $R|\tfrac12\rangle$ give the same sum,

$$G_{lh}=G_{hl}=3c^4s^2+3c^2s^4=3c^2s^2=\tfrac34\sin^2\theta .$$

These sums describe scattering from $\mathbf k'$ to $\mathbf k$. The reverse process replaces $\theta$ by $-\theta$, which changes nothing. The intraband and interband factors add to one, as they must, because the four final spinors form a complete set.

## (e) Does the initial spin state matter?

**Question.** A hole may start in any superposition of the two states of its doublet. Show that the factors still hold without an average over initial states.

**Solution.** Let $P$ project on the initial doublet at $\mathbf k$ and $P'$ on the final doublet at $\mathbf k'$. For a state $\psi$ in the initial doublet, the summed overlap is $\langle\psi|P'\psi\rangle$. The projectors at $\mathbf k'$ are

$$P'_h=\tfrac12\left[(\mathbf n'\cdot\mathbf J)^2-\tfrac14\right],\qquad P'_l=\tfrac12\left[\tfrac94-(\mathbf n'\cdot\mathbf J)^2\right],$$

as one sees by inserting $\lambda^2=9/4$ and $1/4$. Let $\Theta$ be the antiunitary operator that reverses $\mathbf J$. For half-integer $J$ it obeys $\Theta^2=-1$. The projectors are even in $\mathbf J$ with real coefficients, so they commute with $\Theta$. In particular, $\Theta\psi$ lies in the same doublet as $\psi$.

Antiunitarity means $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$. Hence

$$\langle\psi|P'\Theta\psi\rangle=\langle\Theta P'\Theta\psi|\Theta\psi\rangle=\langle P'\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|P'\Theta\psi\rangle=0 .$$

Replacing $P'$ by the identity shows that $\psi$ and $\Theta\psi$ are orthogonal, so they span the doublet. Their diagonal elements agree:

$$\langle\Theta\psi|P'\Theta\psi\rangle=\langle\Theta\psi|\Theta P'\psi\rangle=\langle P'\psi|\psi\rangle=\langle\psi|P'\psi\rangle .$$

Within the initial doublet $P'$ is thus a multiple of the identity, $PP'P=G\,P$. Every initial superposition has the same summed overlap. A single overlap has no such invariance, since it changes with the basis chosen in the final doublet.

This relation was tested by diagonalizing $H$ for 200 random pairs of wave vectors and comparing all four band combinations with the formulas of part (d). The largest deviation was $1.6\times10^{-15}$, the level of rounding errors.

## (f) What happens at special angles and on average?

**Question.** Interpret the factors at $0^\circ$, $90^\circ$ and $180^\circ$. Then find how a short-range potential divides heavy holes between the two bands.

**Solution.** The factors take the following values.

| $\theta$ | intraband | interband |
|---|---|---|
| 0° | 1.0000 | 0.0000 |
| 30° | 0.8125 | 0.1875 |
| 60° | 0.4375 | 0.5625 |
| 90° | 0.2500 | 0.7500 |
| 180° | 1.0000 | 0.0000 |

At $0^\circ$ the doublets coincide, and different bands are orthogonal. They coincide again at $180^\circ$, because the projectors contain $\mathbf n$ quadratically. A spinor with helicity $+\tfrac32$ along $\mathbf k$ is the same spinor as helicity $-\tfrac32$ along $-\mathbf k$. Backscattering within a band is therefore fully allowed: the spin stays as it was and the helicity reverses. At $90^\circ$ the intraband factor has its minimum, and three quarters of the spinor weight lies in the other band.

With $x=\cos\theta$, the mean over all directions is

$$\overline{G}_{\rm intra}=\frac12\int_{-1}^{1}\frac{1+3x^2}{4}\,dx=\frac18(2+2)=\frac12,\qquad \overline{G}_{\rm inter}=1-\frac12=\frac12 .$$

Consider a potential whose range is short compared with the hole wavelengths but still smooth over a cell, so that $V(\mathbf q)$ is nearly constant. For elastic scattering, the rate into band $b$ is proportional to $\overline G$ times the final density of states,

$$\frac{k^2}{dE/dk}=\frac{m_bk}{\hbar^2}=\frac{m_b\sqrt{2m_bE}}{\hbar^3}\propto m_b^{3/2}.$$

Both mean factors are 1/2 and cancel in the ratio. The share of scattered heavy holes that remain heavy is

$$\frac{m_h^{3/2}}{m_h^{3/2}+m_l^{3/2}}=\frac{(1/3)^{3/2}}{(1/3)^{3/2}+(1/11)^{3/2}}=87.5\,\% .$$

The preference for the heavy band thus comes from its density of states, not from the spinors.

## (g) How much does the overlap weaken Coulomb scattering?

**Question.** Heavy holes of energy 50 meV scatter from a screened Coulomb potential with screening length $1/q_s=5$ nm. By what factor $R$ does the overlap reduce the intraband rate weighted by momentum loss?

**Solution.** For elastic scattering within a band, $q^2=2k^2(1-\cos\theta)$. Set $w=1-\cos\theta$. The screened potential has $V(\mathbf q)\propto1/(q^2+q_s^2)$, so

$$|V(\mathbf q)|^2\propto\frac1{(w+a)^2},\qquad a=\frac{q_s^2}{2k^2}.$$

The fractional loss of forward momentum is also $w$. Substituting $\cos\theta=1-w$ in the intraband factor gives

$$G_{\rm intra}=\tfrac14\left[1+3(1-2w+w^2)\right]=1-\tfrac32w+\tfrac34w^2 .$$

The solid angle element is proportional to $dw$ with $0\le w\le2$. Dividing the integral with overlap by that without it,

$$R=\frac{I_1-\tfrac32I_2+\tfrac34I_3}{I_1},\qquad I_n=\int_0^2\frac{w^n}{(w+a)^2}\,dw .$$

Put $t=w+a$ and $L=\ln(1+2/a)$. The numerators are $t-a$, $t^2-2at+a^2$ and $t^3-3at^2+3a^2t-a^3$. Between $t=a$ and $t=2+a$ one has $\int dt/t=L$, $\int dt/t^2=2/[a(2+a)]$ and $\int t\,dt=2+2a$. Therefore

$$I_1=L-\frac{2}{2+a},\qquad I_2=2-2aL+\frac{2a}{2+a},$$
$$I_3=(2+2a)-6a+3a^2L-\frac{2a^2}{2+a}=2-4a+3a^2L-\frac{2a^2}{2+a}.$$

For the example, $k_h=\sqrt{2m_hE}/\hbar=0.6614\ \mathrm{nm^{-1}}$, and

$$a=\frac{1}{2(0.6614\times5.0)^2}=0.0457 .$$

The integrals are $I_1=2.8233$, $I_2=1.6971$ and $I_3=1.8389$. Hence

$$R=\frac{2.8233-1.5(1.6971)+0.75(1.8389)}{2.8233}=0.587 .$$

Quadrature with overlaps from diagonalized spinors gives the same value. The overlap removes about 41 % of this intraband contribution.

Two limits help to read the number. For $a\to\infty$ the potential no longer selects small angles, the weight becomes proportional to $w$, and

$$R\to\frac{\int_0^2(w-\frac32w^2+\frac34w^3)\,dw}{\int_0^2w\,dw}=\frac{2-4+3}{2}=\frac12 .$$

For $a\to0$, $I_2$ and $I_3$ both tend to 2 while $I_1$ grows as $\ln(2/a)$. Then $R\to1$, since forward scattering dominates and leaves the spinor nearly unchanged. The approach is logarithmic, which is why $R$ is still far from one at $a=0.0457$. Between the limits $R$ is not monotonic. It has a minimum of about 0.46 near $a=0.95$, where the weight $w/(w+a)^2$ peaks close to $90^\circ$, the angle of smallest overlap.

The golden rule limits the use of this number. It is safe when $1/(k_ha_B)$ is small, where $a_B=4\pi\varepsilon\hbar^2/(m_he^2)$ is the effective Bohr radius and $\varepsilon$ the permittivity of the crystal. For a unit charge and a relative permittivity of 12 this ratio is 0.79, so the actual rate can differ considerably from the golden-rule value, and $R$ is only an estimate.

The factor $R$ is not a mobility ratio. Interband scattering also changes the current, and a mobility requires the coupled transport equations for heavy and light holes.

## (h) What does band warping change?

**Question.** In a cubic crystal the products $k_ik_j$ with $i\ne j$ carry a separate parameter $\gamma_3$. Find the heavy–heavy factor between $[100]$ and $[110]$.

**Solution.** Remove the part of $H$ proportional to the identity and set $k=1$, in units of $\hbar^2/2m_0$. Define $Q_i=J_i^2-\tfrac54$ and $D=J_xJ_y+J_yJ_x$. Along $[100]$ the remainder is $-2\gamma_2Q_x$. Along $[110]$, where $k_x^2=k_y^2=k_xk_y=\tfrac12$, it is

$$h=-\gamma_2(Q_x+Q_y)-\gamma_3D=\gamma_2Q_z-\gamma_3D,$$

because $J^2=15/4$ implies $Q_x+Q_y+Q_z=0$.

In the $J_z$ basis $Q_z=\mathrm{diag}(1,-1,-1,1)$, so $Q_z^2=1$. The operator $D=(J_+^2-J_-^2)/2i$ connects states whose $m$ differs by 2, with elements of modulus $\sqrt3$. Thus $D^2=3$. It also links opposite signs of $Q_z$, so $Q_zD+DQ_z=0$. It follows that $h^2=S^2$ with $S=\sqrt{\gamma_2^2+3\gamma_3^2}$. Heavy holes have the lower hole energy, $h=-S$, and their projectors are

$$P_{110}=\tfrac12(1-h/S),\qquad P_{100}=\tfrac12(1+Q_x).$$

These projectors are still even in $\mathbf J$, so the argument of part (e) holds and $G=\tfrac12\mathrm{Tr}(P_{100}P_{110})$. The traces of $Q_x$ and $h$ vanish. Multiplying $Q_x+Q_y+Q_z=0$ by $Q_z$, and using $\mathrm{Tr}\,Q_z^2=4$ and cubic symmetry, gives $\mathrm{Tr}(Q_xQ_z)=-2$. A half-turn about $x$ reverses $D$ but not $Q_x$, so $\mathrm{Tr}(Q_xD)=0$. The result is

$$G=\frac18\left[4-\frac{\mathrm{Tr}(Q_xh)}{S}\right]=\frac12\left[1+\frac{\gamma_2}{2\sqrt{\gamma_2^2+3\gamma_3^2}}\right].$$

For $\gamma_3=\gamma_2$ this is $0.625$, in agreement with $(1+3\cos^2 45^\circ)/4$. For $\gamma_2=2$ and $\gamma_3=3$ it is $0.590$, lower by about 6 % of the spherical value. With warping, the angle alone no longer fixes the overlap, as two pairs at $90^\circ$ show. For $[100]$ and $[010]$, $G=\tfrac18[4+\mathrm{Tr}(Q_xQ_y)]=\tfrac14$. Along $[1\bar10]$ the sign of $k_xk_y$ is reversed, so $h'=\gamma_2Q_z+\gamma_3D$. Since $\mathrm{Tr}(Q_zD)=0$, $\mathrm{Tr}(hh')=4\gamma_2^2-12\gamma_3^2$. For $[110]$ and $[1\bar10]$ this gives $G=\tfrac18[4+\mathrm{Tr}(hh')/S^2]=\gamma_2^2/S^2$, which is $\tfrac14$ for $\gamma_3=\gamma_2$ but $4/31$ for $\gamma_2=2$, $\gamma_3=3$.

Other conditions can fail too. As the energy approaches the split-off separation, the spinors acquire growing components outside the $J=3/2$ space. In the spherical model this changes only the light-hole spinors, because a $J=1/2$ state cannot have helicity $\pm\tfrac32$. The factor $G_{hh}$ is therefore unchanged, but $G_{ll}$ and the interband factor both change, and the factors no longer add to one. For a split-off separation of 0.1 eV and a hole energy of 50 meV, the values at $90^\circ$ are $G_{ll}=0.11$ and $G_{hl}=0.67$. The conduction band also mixes into the light holes, with an amplitude that is odd in $\mathbf k$. If its weight is $\eta$, the overlap of the states at $\mathbf k$ and $-\mathbf k$ is $(1-\eta)-\eta$, and the factor for light-hole backscattering is $(1-2\eta)^2$ instead of 1. For a gap of 1.5 eV, a split-off separation of 0.34 eV and a hole energy of 50 meV, the weight is about 0.03. It depends on the Kane energy that measures the coupling of the two bands: 0.026 at 22 eV and 0.033 at 29 eV, which give factors of 0.90 and 0.87. The reduction is stronger for narrow gaps. Without inversion symmetry the doublets may split, and the sum over two degenerate final states loses its basis. A spin-dependent scatterer inserts an operator between the spinors, so their plain overlap is not enough.

The numerical output below gives most of the computed values used here.

## Numbers as computed

```
Luttinger parameters gamma1, gamma2 (no unit): 7.0, 2.0
heavy-hole mass: 0.3333 m0
light-hole mass: 0.0909 m0
largest error, 200 random pairs (no unit): 1.6e-15
Probabilities at 60 degrees, components 3/2, 1/2, -1/2, -3/2 (no unit):
  rotated 3/2 state: 0.421875 0.421875 0.140625 0.015625
  rotated 1/2 state: 0.421875 0.046875 0.390625 0.140625
Angle (degrees), intraband factor, interband factor (no unit):
    0  1.0000  0.0000
   30  0.8125  0.1875
   60  0.4375  0.5625
   90  0.2500  0.7500
  120  0.4375  0.5625
  180  1.0000  0.0000
mean intraband factor over directions (no unit): 0.5000
mean interband factor over directions (no unit): 0.5000
heavy holes staying heavy, short-range potential: 87.53 %
hole energy: 50.0 meV
heavy-hole wave number: 0.6614 1/nm
light-hole wave number: 0.3454 1/nm
screening length: 5.0 nm
screening parameter a (no unit): 0.04572
integrals I1, I2, I3 (no unit): 2.8233, 1.6971, 1.8389
reduction factor R, closed form (no unit): 0.5868
reduction factor R, quadrature (no unit): 0.5868
gamma3 in the warped case (no unit): 3.0
[100]-[110] heavy-heavy factor, spherical (no unit): 0.6250
[100]-[110] heavy-heavy factor, warped (no unit): 0.5898
Cell-function test, wave number 0.3 per lattice constant:
  error, potential width 0.5 lattice constants (no unit): 4.0e-09
  error, potential width 0.1 lattice constants (no unit): 0.454
```
